# Ideal remanence of untextured tetragonal and rhombohedral ferroelectric ceramics

**Problem.** A ferroelectric ceramic consists of many grains of equal volume with random crystal orientations. Inside a grain the spontaneous polarization has magnitude \(P_s=50\ \mu\mathrm{C/cm^2}\) and may point along any of its variants: the six \(\langle100\rangle\) directions if the crystal is tetragonal, the eight \(\langle111\rangle\) directions if it is rhombohedral. A strong field along \(z\) brings each grain entirely into the variant closest to the field. The field is then removed, the electrodes are short-circuited, and no grain switches back. Find the remanent polarization \(P_r\) for both symmetries. Then find what remains if the maximum field was too weak to switch all grains, and judge whether neighbouring grains would permit the ideal state.

## A tempting solution

The grains are randomly oriented, so the polar axis of a grain makes a random angle \(\theta\) with the field. Poling selects the sign of the polarization along this axis, so that its \(z\) component is \(P_s|\cos\theta|\). For random directions \(u=\cos\theta\) is uniformly distributed between \(-1\) and \(1\), because \(d\Omega=du\,d\varphi\). Hence

\[
\frac{P_r}{P_s}=\frac12\int_{-1}^{1}|u|\,du=\frac12 ,
\]

which gives \(25\ \mu\mathrm{C/cm^2}\) for both symmetries.

## Where it fails

The integral is correct, but it describes another process. A tetragonal grain has three possible polar axes, and the argument picks one without regard to the field. Take a grain with one cube axis along the field. The values of \(|\cos\theta|\) for its three axes are 1, 0 and 0. An axis picked blindly gives \(1/3\) on average, while the best variant gives 1.

The polar axis is therefore not random once the field has chosen it, although the crystal orientation is. The value \(1/2\) belongs to a ceramic whose axes are equally populated and in which only 180° reversal occurs. The problem also allows switching between axes.

## The correct average

Let \(\mathbf n\) be the unit vector of the field as seen in the crystal frame of a grain, and \(\mathbf v_i\) the unit vectors of its variants. If variant \(i\) fills a fraction \(p_i\ge0\) of the grain, with \(\sum_ip_i=1\), then

\[
\frac{P_z}{P_s}=\sum_i p_i\,\mathbf v_i\cdot\mathbf n\le m,\qquad m=\max_i(\mathbf v_i\cdot\mathbf n).
\]

Equality is reached when the best-aligned variant fills the grain. Random crystal orientation makes \(\mathbf n=(x,y,z)\) uniform on the unit sphere; from here on these components refer to the crystal axes. The polarization components transverse to the field cancel, since grains turned by any angle about the field are equally likely. The required fraction is thus \(f=\langle m\rangle\), an upper limit for an untextured ceramic.

**Tetragonal grains.** Here \(m=\max(|x|,|y|,|z|)\), and the sphere divides into six equal regions, one per variant. In the region around \([001]\), \(m=\cos\theta\), with \(\theta\) now measured from that axis. For \(0<\varphi<\pi/4\) the competitor is \(x=\sin\theta\cos\varphi\), so the region ends where \(\cos\theta=\sin\theta\cos\varphi\), or \(\tan\theta_{\max}=1/\cos\varphi\). It follows that

\[
\sin^2\theta_{\max}=\frac{\tan^2\theta_{\max}}{1+\tan^2\theta_{\max}}=\frac1{1+\cos^2\varphi}.
\]

Reflections supply eight such sectors in each of the six regions. With \(\int_0^{\theta_{\max}}\cos\theta\sin\theta\,d\theta=\tfrac12\sin^2\theta_{\max}\),

\[
f_T=\frac{6\cdot8}{4\pi}\,\frac12\int_0^{\pi/4}\frac{d\varphi}{1+\cos^2\varphi}
=\frac6\pi\int_0^{\pi/4}\frac{d\varphi}{1+\cos^2\varphi}.
\]

Put \(t=\tan\varphi\). Then \(d\varphi=dt/(1+t^2)\) and \(1+\cos^2\varphi=(2+t^2)/(1+t^2)\), so the integral becomes

\[
\int_0^1\frac{dt}{2+t^2}=\frac1{\sqrt2}\arctan\frac1{\sqrt2}=0.43521,
\]

\[
f_T=\frac{3\sqrt2}{\pi}\arctan\frac1{\sqrt2}=0.831 .
\]

**Rhombohedral grains.** The variants are \((\pm1,\pm1,\pm1)/\sqrt3\). The best one takes its three signs from \(x,y,z\), so \(m=(|x|+|y|+|z|)/\sqrt3\). Each mean absolute component is \(1/2\), by the integral used above. Therefore

\[
f_R=\frac{3}{\sqrt3}\cdot\frac12=\frac{\sqrt3}{2}=0.866 .
\]

The ideal remanences are \(0.831\times50=41.6\ \mu\mathrm{C/cm^2}\) and \(0.866\times50=43.3\ \mu\mathrm{C/cm^2}\). Direct quadrature of \(m\) over the sphere, using the lists of variants, gives 0.83119 and 0.86603, in agreement with the formulas to all digits shown.

A simple upper bound shows how much a given number of variants could achieve at most. With \(N\) variants, each owns a solid angle \(4\pi/N\). Among regions of this size, a circular cap has the largest mean cosine, because any other region exchanges points inside the cap for points farther from its centre. The cap's edge has cosine \(c\) with \(2\pi(1-c)=4\pi/N\), and its mean cosine is \((1+c)/2=1-1/N\). Hence \(f<5/6\) for tetragonal and \(f<7/8\) for rhombohedral grains; six or eight equal caps cannot tile the sphere, so neither bound is reached.

## An incomplete loop

A Preisach description represents the material by two-state switches, called hysterons. Suppose that each grain already has its best axis, and can only reverse along it when the field component on that axis reaches \(E_c=10\ \mathrm{kV/cm}\). Its thresholds in the applied field are then \(\pm E_c/m\), and its remanent contribution is \(\pm mP_s\).

The worst-aligned grains set the saturation field. For tetragonal grains \(1=x^2+y^2+z^2\le3m^2\). For rhombohedral grains \(3m^2=(|x|+|y|+|z|)^2\ge x^2+y^2+z^2=1\). Both give \(m\ge1/\sqrt3\), attained for a field along \(\langle111\rangle\) and \(\langle100\rangle\) respectively. Both loops saturate at \(\sqrt3E_c=17.3\ \mathrm{kV/cm}\), with remanence \(fP_s\).

Now start from a depoled state, with equal numbers of up and down hysterons at each orientation, and apply a smaller maximum field \(E\). Grains with \(m\ge c=E_c/E\) all end up; the rest still cancel. The switched orientations form a cap around each variant, contributing

\[
\frac{2\pi}{4\pi}\int_c^1u\,du=\frac{1-c^2}{4}.
\]

These contributions add as long as the caps do not overlap, so the cap radius must be less than half the angle between neighbouring variants. For tetragonal grains that half-angle is 45°, which requires \(c>1/\sqrt2\). Neighbouring \(\langle111\rangle\) directions have scalar product \(1/3\), and the half-angle formula gives \(c>\sqrt{(1+1/3)/2}=\sqrt{2/3}\). Then

\[
\frac{P_r}{P_s}=\tfrac32(1-c^2)\ \text{(tetragonal)},\qquad 2(1-c^2)\ \text{(rhombohedral)}.
\]

For \(E=12\ \mathrm{kV/cm}\), \(c=10/12\) satisfies both conditions. The fractions are 0.458 and 0.611, or 22.9 and \(30.6\ \mu\mathrm{C/cm^2}\). In this range the symmetries differ by the factor \(8/6\), the ratio of their numbers of variants; at saturation the caps have merged and the difference is only about 4%. Both values rest on the premise that every grain already has its best axis. If the depoled state has equally populated axes and only 180° reversal occurs, each axis contributes two caps, and the fraction is \((1-c^2)/2=0.153\), or \(7.6\ \mu\mathrm{C/cm^2}\), for both symmetries.

## Do the neighbours permit it?

Switching between axes changes a grain's shape. Let \(S_0\) be the spontaneous strain along the polar axis minus that across it. Apart from a volume change common to all variants, a grain polarized along the unit vector \(\mathbf p\) has strain \(S_{ij}=S_0(p_ip_j-\delta_{ij}/3)\). In the ideal state the mean strain along the field is \(aS_0\), with \(a=\langle m^2\rangle-1/3\).

For tetragonal grains the same sectors give

\[
\langle m^2\rangle_T=\frac{48}{4\pi}\int_0^{\pi/4}\frac{1-\cos^3\theta_{\max}}3\,d\varphi
=\frac4\pi\left(\frac\pi4-J\right),
\]

where \(J=\int_0^{\pi/4}\cos^3\theta_{\max}\,d\varphi\) and \(\cos\theta_{\max}=\cos\varphi/\sqrt{1+\cos^2\varphi}\). Substituting \(\sin\varphi=\sqrt2\sin\tau\),

\[
J=\int_0^{\pi/6}\frac{1-2\sin^2\tau}{2\cos^2\tau}\,d\tau
=\int_0^{\pi/6}\left(1-\frac1{2\cos^2\tau}\right)d\tau
=\frac\pi6-\frac1{2\sqrt3}.
\]

Thus \(a_T=2/(\sqrt3\pi)=0.368\). For rhombohedral grains, \(m^2=[1+2(|xy|+|yz|+|zx|)]/3\), and

\[
\langle|xy|\rangle=\frac1{4\pi}\int_0^\pi\sin^3\theta\,d\theta\int_0^{2\pi}|\sin\varphi\cos\varphi|\,d\varphi
=\frac1{4\pi}\cdot\frac43\cdot2=\frac2{3\pi},
\]

so \(a_R=4/(3\pi)=0.424\).

Assume that all grains share one total strain and have the same isotropic shear modulus \(\mu\). Without external load, the energy is least when the shared strain equals the mean of \(S_{ij}\). That mean is \(S_0\,\mathrm{diag}(-a/2,-a/2,a)\), with squared norm \(\tfrac32a^2S_0^2\), while each grain's own strain has squared norm \(\tfrac23S_0^2\). The elastic energy density is \(\mu\) times the mean squared deviation:

\[
u=\mu S_0^2\left(\frac23-\frac32a^2\right).
\]

With \(\mu=30\) GPa, \(S_0=2\%\) gives \(u=5.57\ \mathrm{MJ/m^3}\) for the tetragonal case, and \(S_0=0.8\%\) gives \(0.761\ \mathrm{MJ/m^3}\) for the rhombohedral one. Most of this difference comes from \(S_0^2\), whose ratio is 6.25.

The competing state has equally populated axes and aligned signs. It has no mean strain in any grain, and polarization fraction \(1/2\): this is where the tempting solution belongs. Mix a weight \(w\) of the ideal state into it. Strain grows as \(w\), elastic energy as \(w^2\), and the energy relative to the competing state is

\[
g(w)=w^2u-wEP_s\left(f-\tfrac12\right).
\]

Setting \(dg/dw=0\) gives, if the result is below one,

\[
w=\frac{EP_s(f-\frac12)}{2u}.
\]

At \(E=30\ \mathrm{kV/cm}\), \(EP_s=1.5\ \mathrm{MJ/m^3}\). The tetragonal value is \(w=0.497/(2\times5.568)=0.045\); the rhombohedral one is \(0.549/(2\times0.761)=0.36\). The in-field fractions \(\tfrac12+w(f-\tfrac12)\) are 0.51 and 0.63. These are not remanences: without pinning of the domain walls, \(w\) returns to zero with the field. The values also hold only for this one-parameter mixture: grains that adjust each variant fraction separately align further, to about 0.525 (tetragonal) and 0.77 (rhombohedral) with the same parameters. Uniform strain overestimates the elastic cost of given grain-average strains, by a factor near two for equiaxed grains with Poisson ratio about 0.3; halving \(u\) raises the one-parameter fractions to about 0.53 and 0.75. The estimate also omits the elastic energy of domains inside a grain.

Electrostatics raises a second objection. The mean squared deviation of a grain's polarization from the average is \(P_s^2(1-f^2)\). Picture a spherical grain with excess polarization \(\Delta P\) as two slightly displaced balls of opposite charge density \(\pm\rho\). Each has internal field \(\pm\rho\mathbf r/(3\varepsilon_0\varepsilon_r)\), so their sum is uniform, of size \(\Delta P/(3\varepsilon_0\varepsilon_r)\), and opposes the excess. For \(\varepsilon_r=1000\) inside and outside, the rms value of this self-field is 105 kV/cm (tetragonal) or 94 kV/cm (rhombohedral), over three times the poling field; the random fields of neighbouring grains raise the local rms field further. Without mobile charge to screen the grain boundaries, such fields would drive the domains in many grains to rearrange, and the ideal state would not survive. The competing state is not exempt: its rms self-fields are 54 and 44 kV/cm, still above the poling field, and \(g(w)\) contains no electrostatic term.

## Beside a real ceramic

The parameters are rough, round values in the regime of lead zirconate titanate at room temperature; \(P_s\) was set equal for both symmetries to isolate the geometry. Remanences of soft ceramics of this family are very roughly 30 to \(40\ \mu\mathrm{C/cm^2}\), between the 180°-only value and the ideal limits. Real grains do not switch independently: in the one-parameter uniform-strain estimate the coupling between grains lowers the tetragonal in-field fraction from 0.83 to 0.51. This estimate does not reproduce the measured range: without wall pinning its remanence is \(25\ \mu\mathrm{C/cm^2}\), and it treats one phase, whereas soft compositions lie near the boundary where tetragonal and rhombohedral phases coexist. Smaller corrections are the dielectric polarization, about \(2.7\ \mu\mathrm{C/cm^2}\) at the poling field and zero at remanence in this model, and a loss of about \(0.8\ \mu\mathrm{C/cm^2}\) in \(P_s\) on warming by 20 K. For 1000 independent grains the statistical scatter of \(f\) is about 0.003. Further values are in the numerical output below.

## Computed results

```
INPUTS (rough, round values)
Ps = 50.0 uC/cm2
poling field = 30.0 kV/cm
hysteron threshold Ec = 10.0 kV/cm
partial-loop maximum field = 12.0 kV/cm
shear modulus = 30.0 GPa
relative permittivity = 1000 (dimensionless)
pyroelectric size = 0.040 uC/(cm2 K)
INTERMEDIATE INTEGRALS (dimensionless)
integral of sin^2(theta_max), 0 to pi/4 = 0.435210
integral of cos^3(theta_max), 0 to pi/4 = 0.234924
mean |x| = 0.50000; mean |xy| = 0.21221
TETRAGONAL
f: formula 0.83119, sphere quadrature 0.83119
f: random grains 0.8307, saturated loop 0.83119
ideal Pr = 41.56 uC/cm2
180-degree-only fraction = 0.5000
180-degree-only Pr = 25.00 uC/cm2
mean m^2 = 0.70089; spread of m = 0.1000
partial-loop fraction: loop 0.4591, formula 0.4583
partial-loop Pr = 22.92 uC/cm2
spontaneous strain S0 = 2.00 %
ideal remanent strain = 0.735 %
elastic cost u = 5.568 MJ/m3
field-energy gain = 0.497 MJ/m3
alignment weight w: formula 0.0446, minimized 0.0444
elastically limited in-field fraction = 0.515
field for w = 1: 672.5 kV/cm
unscreened rms grain field = 104.7 kV/cm
scatter of f for 1000 grains = 0.0032
RHOMBOHEDRAL
f: formula 0.86603, sphere quadrature 0.86603
f: random grains 0.8662, saturated loop 0.86603
ideal Pr = 43.30 uC/cm2
180-degree-only fraction = 0.5000
180-degree-only Pr = 25.00 uC/cm2
mean m^2 = 0.75775; spread of m = 0.0880
partial-loop fraction: loop 0.6111, formula 0.6111
partial-loop Pr = 30.56 uC/cm2
spontaneous strain S0 = 0.80 %
ideal remanent strain = 0.340 %
elastic cost u = 0.761 MJ/m3
field-energy gain = 0.549 MJ/m3
alignment weight w: formula 0.3606, minimized 0.3614
elastically limited in-field fraction = 0.632
field for w = 1: 83.2 kV/cm
unscreened rms grain field = 94.1 kV/cm
scatter of f for 1000 grains = 0.0028
COMMON ESTIMATES
saturation field sqrt(3) Ec = 17.32 kV/cm
dielectric polarization at poling field = 2.65 uC/cm2
polarization loss on 20 K warming = 0.80 uC/cm2
```
